# Saturation, Power Broadening and Coherent Scattering of a Two-Level Atom

**Q.** You want to treat an atom in a laser beam as a system with two states. What must be true for that to work?

**A.** The atom is at rest. The light is monochromatic, with electric field $E_0\cos\omega t$ along $z$, and its frequency lies close to the transition frequency $\omega_0$ between a ground state $g$ and an excited state $e$. The excited state decays to $g$ and to no other state, so the transition is closed. Spontaneous emission, at rate $\Gamma$, is the sole source of damping. The wavelength is much larger than the atom, so the field is uniform across it.

I use atomic units, in which $\hbar=1$, the electron has charge $-1$ and $c=1/\alpha$, with $\alpha$ the fine-structure constant. The energy of the electron in the field is then $+zE_0\cos\omega t$. From here on $z$ denotes the matrix element $\langle e|z|g\rangle$, made real and positive by the choice of phase of $|e\rangle$. Diagonal elements vanish because each state has definite parity. With the Rabi frequency $\Omega=zE_0$,

$$H=\omega_0|e\rangle\langle e|+\Omega\cos\omega t\,\big(|e\rangle\langle g|+|g\rangle\langle e|\big).$$

**Q.** This Hamiltonian oscillates at an optical frequency. How can there be a steady state?

**A.** There is one in a frame that turns with the light. Write the excited amplitude as $c_e=e^{-i\omega t}\tilde c_e$ and define the detuning $\Delta=\omega-\omega_0$. Since $\cos\omega t=(e^{i\omega t}+e^{-i\omega t})/2$, the Schrödinger equation becomes

$$i\dot{\tilde c}_e=-\Delta\,\tilde c_e+\tfrac{\Omega}{2}\big(1+e^{2i\omega t}\big)c_g,\qquad i\dot c_g=\tfrac{\Omega}{2}\big(1+e^{-2i\omega t}\big)\tilde c_e .$$

The terms at $2\omega$ change sign so quickly that their time integral stays of order $\Omega/\omega$. I drop them, which is the rotating-wave approximation and requires $\Omega,\Gamma,|\Delta|\ll\omega_0$. What remains is constant in time:

$$H_{\rm rot}=-\Delta|e\rangle\langle e|+\tfrac{\Omega}{2}\big(|e\rangle\langle g|+|g\rangle\langle e|\big).$$

**Q.** Small terms can accumulate over many cycles. Do you know that these do not?

**A.** The program accompanying this text keeps the full oscillating drive and finds the periodic state with damping included. For $\omega=200\,\Gamma$, $\Omega=\Gamma$ and $\Delta=0.7\,\Gamma$, the cycle-averaged excited population is 0.2019, against 0.2016 in the rotating-wave approximation. To six digits the rotating-wave value is 0.201613. The full-drive value is 0.201895 with 300 constant-field steps per period and rises by about $4\times10^{-6}$, to 0.201899, as the step is refined. Either way the difference is 0.14 percent of the rotating-wave value. In the hydrogen example below, $\Omega/\omega_0$ is smaller by several powers of ten.

**Q.** Now the damping. Why should the coherence decay at half the rate of the population?

**A.** Without the drive, the excited population falls as $e^{-\Gamma t}$, so the amplitude $\tilde c_e$ falls as $e^{-\Gamma t/2}$. The coherence $\rho_{eg}=\tilde c_e c_g^*$ contains one such amplitude and decays at $\Gamma/2$. An atom that has emitted is in $g$, but accompanied by a photon. That field state is orthogonal to the one without a photon, so emission feeds $\rho_{gg}$ and returns nothing to $\rho_{eg}$.

I add this damping to the motion under $H_{\rm rot}$. This assumes that the vacuum coupling hardly varies over frequency ranges of order $\Gamma$, $\Omega$ and $\Delta$, which the condition above ensures in free space. From $\dot\rho=-i[H_{\rm rot},\rho]$, the drive contributes

$$-i\big(H_{eg}\rho_{ge}-\rho_{eg}H_{ge}\big)=\tfrac{i\Omega}{2}(\rho_{eg}-\rho_{ge})$$

to $\dot\rho_{ee}$, and

$$-i\big(H_{ee}\rho_{eg}+H_{eg}\rho_{gg}-\rho_{ee}H_{eg}\big)=i\Delta\rho_{eg}-\tfrac{i\Omega}{2}(\rho_{gg}-\rho_{ee})$$

to $\dot\rho_{eg}$. With damping, the optical Bloch equations are

$$\dot\rho_{ee}=-\Gamma\rho_{ee}+\tfrac{i\Omega}{2}(\rho_{eg}-\rho_{ge}),$$

$$\dot\rho_{eg}=\big(i\Delta-\tfrac{\Gamma}{2}\big)\rho_{eg}-\tfrac{i\Omega}{2}w,\qquad w=\rho_{gg}-\rho_{ee}.$$

Also $\rho_{gg}+\rho_{ee}=1$ and $\rho_{ge}=\rho_{eg}^*$.

**Q.** Setting the derivatives to zero gives a stationary solution. Does the atom actually reach it?

**A.** Take two solutions with different initial states, and let $x$ and $v$ be the differences of their $\rho_{eg}$ and $w$. Because $w=1-2\rho_{ee}$, the first Bloch equation gives $\dot v=-\Gamma v+2\Omega\,{\rm Im}\,x$. The second gives $\dot x=(i\Delta-\Gamma/2)x-i\Omega v/2$. Therefore

$$\frac{d}{dt}\,4|x|^2=8\,{\rm Re}(x^*\dot x)=-4\Gamma|x|^2-4\Omega v\,{\rm Im}\,x,$$

$$\frac{d}{dt}\,v^2=-2\Gamma v^2+4\Omega v\,{\rm Im}\,x .$$

The drive terms cancel in the sum:

$$\frac{d}{dt}\big(4|x|^2+v^2\big)=-4\Gamma|x|^2-2\Gamma v^2\le-\Gamma\big(4|x|^2+v^2\big).$$

The difference dies out, so every initial state leads to the same stationary one.

**Q.** Then solve for it, and show where the nonlinearity in the intensity enters.

**A.** The coherence equation gives

$$\rho_{eg}=-\frac{i\Omega}{2}\,\frac{w}{\Gamma/2-i\Delta}
=-\frac{i\Omega w}{2}\,\frac{\Gamma/2+i\Delta}{\Gamma^2/4+\Delta^2}.$$

Its imaginary part is $-(\Omega w/2)(\Gamma/2)/(\Gamma^2/4+\Delta^2)$. Since $\rho_{eg}-\rho_{ge}=2i\,{\rm Im}\rho_{eg}$, the population equation reads

$$\Gamma\rho_{ee}=-\Omega\,{\rm Im}\rho_{eg}=\frac{\Omega^2}{2}\,\frac{\Gamma/2}{\Gamma^2/4+\Delta^2}\,w .$$

Dividing by $\Gamma$,

$$\rho_{ee}=\frac{s}{2}\,w,\qquad s=\frac{\Omega^2/2}{\Delta^2+\Gamma^2/4}.$$

The quantity $s$ is proportional to intensity. The nonlinearity comes from $w$, because the drive acts on the population difference that it reduces. Inserting $w=1-2\rho_{ee}=1-sw$ gives

$$w=\frac{1}{1+s},\qquad \rho_{ee}=\frac{s}{2(1+s)} .$$

For $s\ll1$ the population is $s/2$, linear in intensity. For $s\gg1$ it approaches $1/2$: stimulated emission then nearly balances absorption, and the steady state has no inversion.

**Q.** The line is supposed to broaden with power. Yet $\Gamma$ has not changed, so what has become broader?

**A.** The excited population as a function of laser frequency, at fixed $\Omega$. Let $s_0$ be the value of $s$ on resonance:

$$s_0=\frac{2\Omega^2}{\Gamma^2},\qquad s=\frac{s_0}{1+4\Delta^2/\Gamma^2}.$$

Multiplying numerator and denominator of $\rho_{ee}$ by $1+4\Delta^2/\Gamma^2$,

$$\rho_{ee}=\frac{s_0/2}{1+s_0+4\Delta^2/\Gamma^2}.$$

The maximum is at $\Delta=0$. Half of it is reached when the denominator has doubled, so $4\Delta^2/\Gamma^2=1+s_0$ and $\Delta=\pm\tfrac12\Gamma\sqrt{1+s_0}$. The full width at half maximum is

$$\Delta_{\rm FWHM}=\Gamma\sqrt{1+s_0}.$$

At low intensity this is the natural width $\Gamma$. At high intensity the centre is already close to its limit $1/2$, which it cannot reach, while the far wings, where $s\ll1$, still grow in proportion to intensity, so the half-height points move outward. The decay rate $\Gamma$ itself is unchanged; the broadening factor is set by the ratio $\Omega/\Gamma$. The formula describes the excitation line; the spectrum of the emitted light is a different function.

**Q.** So far intensity is hidden in $\Omega$, which contains the dipole. To name a saturation intensity you must know $z$ for each atom.

**A.** The same matrix element sets the decay rate, so it can be eliminated. First I need $\Gamma$. Put the field in a box of volume $V$. A mode of frequency $\omega_k$ has zero-point energy $\omega_k/2$, shared equally between its electric and magnetic parts. The total is thus twice the electric energy, $V\langle E^2\rangle/(4\pi)=\omega_k/2$, and

$$\langle E^2\rangle=\frac{2\pi\omega_k}{V}.$$

This is the squared field amplitude that creates one photon from the vacuum. For polarization $\boldsymbol\varepsilon$ and dipole vector $\mathbf d=z\hat{\mathbf z}$, the squared coupling is $2\pi\omega_k|\mathbf d\cdot\boldsymbol\varepsilon|^2/V$. The golden rule sums it over modes:

$$\Gamma=2\pi\sum_{k,\varepsilon}\frac{2\pi\omega_k}{V}|\mathbf d\cdot\boldsymbol\varepsilon|^2\,\delta(\omega_k-\omega_0).$$

The sum over wavevectors becomes $V/(2\pi)^3$ times an integral over $\omega_k^2\,d\omega_k/c^3$ and over directions. Hence

$$\Gamma=\frac{4\pi^2\omega_0}{8\pi^3}\,\frac{\omega_0^2}{c^3}\int d^2n\sum_\varepsilon|\mathbf d\cdot\boldsymbol\varepsilon|^2
=\frac{\omega_0^3}{2\pi c^3}\int d^2n\,z^2\sin^2\theta .$$

The two polarizations span the plane perpendicular to the direction of emission, and the part of $\mathbf d$ in that plane has length $z\sin\theta$. The angular integral of $\sin^2\theta$ is $2\pi\cdot\tfrac43=\tfrac{8\pi}{3}$, so

$$\Gamma=\frac{4\omega_0^3z^2}{3c^3}.$$

**Q.** The golden rule is a statement about short times and weak coupling. You are using it for decay over a whole lifetime.

**A.** That use rests on a continuum which is flat over many linewidths. The program diagonalizes a discrete level coupled to such a continuum, with a band 200 times wider than $\Gamma$. Averaged over the interval from one to three lifetimes, the decay rate equals the golden-rule value to within 0.4 percent.

**Q.** Very well. Which intensity counts as saturating?

**A.** By convention, the one for which $s_0=1$. The resonant population is then $1/4$, half its limiting value. A travelling wave has mean intensity $I=cE_0^2/(8\pi)$. The condition $2z^2E_0^2/\Gamma^2=1$ gives $E_0^2=\Gamma^2/(2z^2)$, so

$$I_{\rm sat}=\frac{c}{8\pi}\,\frac{\Gamma^2}{2z^2}=\frac{c\,\Gamma^2}{16\pi z^2}.$$

From the decay rate, $z^2=3c^3\Gamma/(4\omega_0^3)$. Substituting,

$$I_{\rm sat}=\frac{c\,\Gamma^2}{16\pi}\,\frac{4\omega_0^3}{3c^3\Gamma}=\frac{\omega_0^3\Gamma}{12\pi c^2}.$$

With $\omega_0=2\pi c/\lambda$ this becomes $8\pi^3c^3\Gamma/(12\pi c^2\lambda^3)=2\pi^2c\,\Gamma/(3\lambda^3)$. Planck's constant is $h=2\pi$ in these units, so in a form valid in any units

$$I_{\rm sat}=\frac{\pi hc\,\Gamma}{3\lambda^3}.$$

Since $s_0$ is proportional to intensity, $s_0=I/I_{\rm sat}$.

**Q.** That says a weakly coupled transition is easier to saturate. Surely a small dipole should need a stronger field?

**A.** For a given Rabi frequency it does. But saturation requires $\Omega$ to compete with $\Gamma$, and at fixed wavelength $\Gamma$ falls as $z^2$. The required field $\Gamma/(\sqrt2\,z)$ therefore falls as $z$, and the intensity as $z^2$. A slowly decaying atom has more time to respond.

The formula also fits the energy balance. A weakly driven resonant atom scatters power $\omega_0\Gamma s_0/2$. Divided by $I=s_0I_{\rm sat}$, this is the cross-section

$$\sigma_0=\frac{\omega_0\Gamma}{2I_{\rm sat}}=\frac{6\pi c^2}{\omega_0^2}=\frac{3\lambda^2}{2\pi},$$

which does not contain the dipole. The factor 3 belongs to light polarized along the transition dipole. If a fixed dipole makes an angle $\chi$ with the field, then $\Omega=zE_0\cos\chi$, and the intensity needed for $s_0=1$ is larger by $1/\cos^2\chi$.

**Q.** Give me a case where the dipole is known, so that I can see the numbers.

**A.** Take the 1s–2p transition of hydrogen with nonrelativistic, spinless wavefunctions and an infinitely heavy nucleus. Light polarized along $z$ selects the 2p state along $z$. In this model 2s has the same energy as 2p, so 2p can radiate to 1s alone. The transition energy is $-\tfrac18+\tfrac12=\tfrac38$ in atomic units. The angular factor of the dipole is $1/\sqrt3$, and the radial functions are $2e^{-r}$ and $re^{-r/2}/(2\sqrt6)$:

$$z=\frac{1}{\sqrt3}\int_0^\infty\frac{r^4e^{-3r/2}}{\sqrt6}\,dr=\frac{1}{\sqrt{18}}\,\frac{4!}{(3/2)^5}=\frac{128\sqrt2}{243}.$$

In the units used for numbers, the transition energy is 10.204 eV, $z$ is 0.3942 angstrom and $\lambda$ is 1215.0 angstrom. To get $\Gamma$, use $\omega_0/c=2\pi/\lambda$ in the decay formula:

$$\frac{\Gamma}{\omega_0}=\frac43\Big(\frac{2\pi z}{\lambda}\Big)^3\frac{1}{\omega_0z}.$$

In atomic units $\omega_0z=\tfrac38\cdot128\sqrt2/243=0.27935$. The bracket is $2\pi\times0.3942/1215.0=2.0385\times10^{-3}$, so the ratio is $4.043\times10^{-8}$ and $\hbar\Gamma=4.126\times10^{-7}$ eV.

The intensity formula needs a rate, which is $\hbar\Gamma$ divided by $\hbar=6.582\times10^{-16}$ eV s. With $hc=12398$ eV angstrom,

$$I_{\rm sat}=\frac{\pi\times12398\times4.126\times10^{-7}}{3\times6.582\times10^{-16}\times(1215.0)^3}
=4.54\times10^{3}$$

in eV/(s angstrom$^2$), or 7.27 W/cm$^2$.

**Q.** You have put your own formula to work, but has anything else confirmed it?

**A.** The program also searches for the intensity at which the numerical steady state has population $1/4$, using the computed dipole and the field strength in SI units. It finds the same value. There the force on the electron is $eE_0=7.401\times10^{-7}$ eV/angstrom. Multiplied by $z$, this gives $\hbar\Omega=2.917\times10^{-7}$ eV, which is $\hbar\Gamma/\sqrt2$, as $s_0=1$ demands.

These are values for the model. Fine and hyperfine structure, recoil, Doppler shifts and ionization of 2p by a second photon are left out, and the first three are not small on the scale of the linewidth. In real hydrogen the 2p fine-structure splitting is about $110\,\hbar\Gamma$, the 1s hyperfine splitting is about $14\,\hbar\Gamma$, and one photon recoil shifts the resonance by up to $0.27\,\Gamma$. With electron spin included (nuclear spin still ignored) and the light tuned to $2p_{3/2}$, light polarized along $z$ needs 1.5 times this intensity to reach excited population $1/4$. Circularly polarized light pumps the atom into a closed pair of states and gives the model value. The finite proton mass lowers that value from 7.27 to 7.25 W/cm$^2$.

**Q.** Turn to the scattered light. If each photon comes from spontaneous emission, how can any of it be coherent with the laser?

**A.** "Spontaneous" names the coupling to empty modes. It does not make the phase of the emitted field random. Let $\sigma=|g\rangle\langle e|$ in the rotating frame. A mode amplitude $a_k$ obeys an equation of motion whose source is proportional to $\sigma$, because emission lowers the atom. Summed over modes, the outgoing field at distance $r$ is therefore proportional to $\sigma(t-r/c)$, apart from the vacuum field, which causes no photon counts. Directions inside the laser beam are set aside, since there the scattered field interferes with the incoming one.

The total photon rate is $\Gamma\langle\sigma^\dagger\sigma\rangle=\Gamma\rho_{ee}$. Now split $\sigma$ into its mean $\langle\sigma\rangle=\rho_{eg}$ and a fluctuation $\delta\sigma$ of zero mean:

$$\langle\sigma^\dagger\sigma\rangle=|\rho_{eg}|^2+\langle\delta\sigma^\dagger\delta\sigma\rangle .$$

The first term comes from a mean field with a fixed phase relative to the laser. It is the coherent part, at the laser frequency.

**Q.** Why should the mean field carry the rate $\Gamma|\rho_{eg}|^2$, with the same $\Gamma$?

**A.** Compute its power classically. The mean dipole oscillates with amplitude $p=2z|\rho_{eg}|$, the factor 2 coming from the two conjugate terms in $\langle z\rangle$. Its far field has amplitude $\omega^2p\sin\theta/(c^2r)$. Multiplying the squared amplitude by $c/(8\pi)$ and integrating over a sphere gives

$$P=\frac{c}{8\pi}\,\frac{\omega^4p^2}{c^4}\,\frac{8\pi}{3}=\frac{\omega^4p^2}{3c^3}=\frac{4\omega^4z^2}{3c^3}|\rho_{eg}|^2 .$$

With $\omega\simeq\omega_0$ this is $\omega_0\Gamma|\rho_{eg}|^2$, or $\Gamma|\rho_{eg}|^2$ photons per unit time. The classical and quantum normalizations agree.

**Q.** Then what fraction is coherent?

**A.** From the steady state, and using $(\Omega^2/2)/(\Gamma^2/4+\Delta^2)=s$,

$$|\rho_{eg}|^2=\frac{\Omega^2}{4}\,\frac{w^2}{\Gamma^2/4+\Delta^2}=\frac{s}{2}\,w^2=\frac{s}{2(1+s)^2}.$$

Dividing by $\rho_{ee}=s/[2(1+s)]$,

$$\frac{|\rho_{eg}|^2}{\rho_{ee}}=\frac{1}{1+s}.$$

A weakly driven atom scatters almost as a classical oscillator. The coherent rate $\Gamma s/[2(1+s)^2]$ has a derivative proportional to $1-s$, so it peaks at $s=1$ with value $\Gamma/8$ and then falls. A strongly driven atom is close to an equal mixture of $g$ and $e$, which has no mean dipole, though it still emits at nearly $\Gamma/2$.

**Q.** The remainder, $s/(1+s)$, is found by subtraction. Is it really there as light at other frequencies?

**A.** The program computes the spectrum of the fluctuations from their two-time correlation, by the quantum regression theorem, and integrates it over frequency. For $s=0.5$ the area is 0.3333 of the total scattering, and for $s=1.520$ it is 0.6032. Both agree with $s/(1+s)$, as they must, because the area under the spectrum is the correlation at zero delay, $\langle\delta\sigma^\dagger\delta\sigma\rangle$. That this light is spread over frequency follows from the decay of the correlation with delay. It evolves under the Bloch equations from a traceless starting value. That value is not Hermitian, but it can be written as $A+iB$ with $A$ and $B$ Hermitian and traceless, each a multiple of a difference of two states. Such differences were shown above to die out and the equations are linear, so the spectrum is continuous, with no sharp line at the laser frequency.

For the hydrogen model on resonance, the steady state gives:

| $s_0$ | $\rho_{ee}$ | FWHM (eV) | coherent fraction |
|---|---|---|---|
| 0.1 | 0.0455 | $4.327\times10^{-7}$ | 0.909 |
| 1 | 0.2500 | $5.835\times10^{-7}$ | 0.500 |
| 10 | 0.4545 | $1.368\times10^{-6}$ | 0.091 |

For example, the last width is $4.126\times10^{-7}\times\sqrt{11}$ eV.

**Q.** You write $s_0$ in the width and $s$ in the fraction. Is that distinction worth the trouble?

**A.** They coincide on resonance and nowhere else. Take $s_0=10$ and $\Delta=\Gamma$. Then $s=10/(1+4)=2$, and the coherent fraction is $1/3$. Using $s_0$ in its place would give $1/11$. The width, in contrast, belongs to the whole curve, along which $s$ varies, so it can contain only the fixed parameter $s_0$.

**Q.** And if something besides emission disturbs the phase, such as collisions?

**A.** Then the results change. Suppose the coherence decays at $\gamma>\Gamma/2$ while the population still decays at $\Gamma$. Replacing $\Gamma/2$ by $\gamma$ in the coherence equation gives

$$\rho_{eg}=-\frac{i\Omega}{2}\frac{w}{\gamma-i\Delta},\qquad
\Gamma\rho_{ee}=\frac{\Omega^2}{2}\,\frac{\gamma}{\gamma^2+\Delta^2}\,w .$$

So $\rho_{ee}=sw/2$ and $w=1/(1+s)$ survive, with the new definition

$$s=\frac{\Omega^2\gamma}{\Gamma(\gamma^2+\Delta^2)}.$$

The squared coherence is $\Omega^2w^2/[4(\gamma^2+\Delta^2)]=s\Gamma w^2/(4\gamma)$, and the coherent fraction becomes

$$\frac{|\rho_{eg}|^2}{\rho_{ee}}=\frac{\Gamma}{2\gamma}\,\frac{1}{1+s}.$$

Even at vanishing intensity it stays below 1. On resonance $s=\Omega^2/(\Gamma\gamma)$, so reaching $s=1$ takes $2\gamma/\Gamma$ times the earlier intensity. With $\gamma=\Gamma$ and $\Omega^2=\Gamma^2/2$, for instance, $s=1/2$. The population drops from $1/4$ to $1/6$, and the coherent fraction from $1/2$ to $1/3$. The numerical steady state gives the same values.

## Computed values

```
Hydrogen 1s-2p, nonrelativistic, no spin, heavy nucleus
transition energy = 10.20427 eV
wavelength = 1215.023 angstrom
dipole length z = 0.394203 angstrom
hbar = 6.582120e-16 eV s
h c = 12398.4198 eV angstrom
hbar Gamma = 4.12588e-07 eV
Isat, formula = 4537.248 eV/(s angstrom^2)
Isat, search = 4537.248 eV/(s angstrom^2)
Isat, converted = 7.2695 W/cm^2
e E0 at Isat = 7.40085e-07 eV/angstrom
hbar Omega at Isat = 2.91744e-07 eV
Steady state on resonance, from the master equation:
s0 = 0.1: intensity = 453.72 eV/(s angstrom^2)
  excited population = 0.04545 (no unit)
  line width FWHM = 4.32726e-07 eV
  coherent fraction = 0.90909 (no unit)
s0 = 1: intensity = 4537.25 eV/(s angstrom^2)
  excited population = 0.25000 (no unit)
  line width FWHM = 5.83488e-07 eV
  coherent fraction = 0.50000 (no unit)
s0 = 10: intensity = 45372.48 eV/(s angstrom^2)
  excited population = 0.45455 (no unit)
  line width FWHM = 1.36840e-06 eV
  coherent fraction = 0.09091 (no unit)
Detuned case, s0 = 10, Delta = Gamma:
  hbar Delta = 4.12588e-07 eV
  s = 2.00000 (no unit)
  excited population = 0.33333 (no unit)
  coherent fraction = 0.33333 (no unit)
Dephased case, Omega^2 = Gamma^2/2, gamma = Gamma, Delta = 0:
  excited population = 0.16667 (no unit)
  coherent fraction = 0.33333 (no unit)
Independent checks (no unit):
  s = 0.50000: integrated incoherent part = 0.33333
  s = 1.52027: integrated incoherent part = 0.60322
  omega = 200 Gamma, Omega = Gamma, Delta = 0.7 Gamma:
  population, full drive = 0.201895
  population, rotating wave = 0.201613
  continuum decay rate / golden rule = 1.00321
  classical / quantum coherent power = 1.00000000
```
